Three-beam imaging under Gaussian focus vibration: which harmonics survive?

**Question**

I am working on a grating image in a dry ArF scanner. The mask has equal lines and spaces, the illumination is a coherent plane wave on the axis, and the lens passes diffraction orders 0, +1 and −1. The wafer stage vibrates vertically during the exposure, so I want to average the image over a Gaussian distribution of focus.

I am supposed to show that the fundamental of the image decays exponentially with the variance of focus, while the second harmonic keeps its full amplitude. This bothers me. Defocus usually hurts fine detail first, and the second harmonic is the finer detail. How can it survive, and under what conditions? What does it mean at the line edge for a 260 nm pitch, NA 0.85 and 30 nm rms of vibration?

**Answer**

Defocus acts on the relative phase of the beams that interfere, and this phase depends on their axial wavenumbers. A fine fringe made by two beams with equal axial wavenumbers does not notice defocus at all. Your second harmonic is such a fringe.

**Setting up the field**

Let p be the pitch at the wafer, λ the wavelength in air, and

q = 2π/p,  k = 2π/λ,  sin θ = λ/p.

Take the electric field parallel to the lines (TE polarization), so that the fields of all orders point the same way and add as scalars. Let z be the wafer height measured from best focus along the direction of the light, with time factor exp(−iωt). The orders have real image-side amplitudes a₀, a₁, a₁. Order ±1 has lateral wavenumber ±q and axial wavenumber √(k² − q²) = k cos θ, so

E(x,z) = a₀ e^(ikz) + a₁ (e^(iqx) + e^(−iqx)) e^(ikz cos θ)
= a₀ e^(ikz) + 2a₁ cos(qx) e^(ikz cos θ).

For |A e^(iα) + B e^(iβ)|² with real A and B, the result is A² + B² + 2AB cos(α − β). Here A = a₀, B = 2a₁ cos(qx), and α − β = Δz with

Δ = k(1 − cos θ).

Therefore

I = a₀² + 4a₁² cos²(qx) + 4a₀a₁ cos(qx) cos(Δz).

Using cos²(qx) = [1 + cos(2qx)]/2,

I = a₀² + 2a₁² + 4a₀a₁ cos(Δz) cos(qx) + 2a₁² cos(2qx).

The fundamental comes from order 0 beating with each first order, and its strength depends on z. The second harmonic comes from +1 beating with −1. Both carry the phase kz cos θ, which cancels.

**Averaging over focus**

Assume that the resist responds to the total dose and that the exposure is long enough for the time average to equal the ensemble average. Write z = z₀ + ζ, where z₀ is the mean defocus and ζ has the Gaussian density P(ζ) with zero mean and variance s². Define

M(D) = ∫ P(ζ) e^(iDζ) dζ,  M(0) = 1.

A Gaussian satisfies ζP = −s² dP/dζ. Hence

dM/dD = i ∫ ζP e^(iDζ) dζ = −is² ∫ (dP/dζ) e^(iDζ) dζ.

Integrate by parts. The boundary terms vanish, and the derivative of the exponential supplies iD:

dM/dD = +is² · iD ∫ P e^(iDζ) dζ = −Ds² M.

The solution is M(D) = exp(−D²s²/2). It is real, so

⟨cos(Δz)⟩ = Re[e^(iΔz₀) M(Δ)] = cos(Δz₀) exp(−Δ²s²/2).

The averaged image is

⟨I⟩ = a₀² + 2a₁² + 4a₀a₁ cos(Δz₀) exp(−Δ²s²/2) cos(qx) + 2a₁² cos(2qx).

This is the required result: the fundamental falls exponentially in s², and the second harmonic stays at its motionless value 2a₁². The mean intensity is also unchanged. For s → ∞ the fundamental disappears and an image of period p/2 remains.

Mean defocus and vibration act differently. At Δz₀ = π/2 the fundamental is already zero, and beyond that it changes sign. Gaussian vibration at fixed z₀ reduces its size but never reverses it.

**The amplitudes for your grating**

With λ = 193 nm and p = 260 nm, sin θ = 0.742, which is below 0.85, while 2λ/p = 1.48 is above it. So just the orders 0 and ±1 pass. A clear space of width p/2 has Fourier coefficients

c_m = (1/p) ∫ cos(mqx) dx from −p/4 to p/4 = sin(πm/2)/(πm),

so c₀ = 1/2 and c₁ = 1/π = 0.318.

At this NA the first-order amplitude needs a correction. The power that an order carries through a horizontal plane is proportional to amplitude² times the cosine of its angle. The area scaling between mask and wafer is the same for all orders, so a lossless lens requires

a₁² cos θ = c₁² cos θ_m,  sin θ_m = λ/(4p),

for fourfold reduction. The factor √(cos θ_m/cos θ) is 1.211, which gives a₁ = 0.318 × 1.211 = 0.385 and a₀ = 0.500. Then 4a₀a₁ = 0.771 and 2a₁² = 0.297, with a clear mask giving intensity 1.

**Numbers for 30 nm vibration**

Let the mean defocus be 40 nm. With cos θ = 0.670,

Δ = 0.03256 × (1 − 0.670) = 0.01074 rad/nm,
Δs = 0.322,  exp(−0.322²/2) = 0.949,
Δz₀ = 0.430,  cos(0.430) = 0.909.

The fundamental is 0.771 × 0.909 × 0.949 = 0.665. Vibration removes 5.1% of the value 0.701 that it has at the same mean defocus without vibration. At s = 120 nm it is down to 0.305, while the second harmonic is still 0.297. Averaging the squared field numerically over z gives the same harmonics.

The small-angle form Δ ≈ πλ/p² gives 0.00897 rad/nm, about 16% too low here. It would predict a vibration loss of 3.6% instead of 5.1%.

At zero mean defocus the two harmonics are equal when exp(−Δ²s²/2) = a₁/(2a₀), or

s = √(2 ln(2a₀/a₁))/Δ ≈ 130 nm.

**What happens at the line edge**

The nominal edge is at x = p/4, where cos(qx) = 0 and cos(2qx) = −1. There

⟨I⟩ = a₀² + 2a₁² − 2a₁² = a₀² = 0.25,

whatever the focus or vibration. The slope of the second harmonic is proportional to sin(2qx) = sin π = 0. The surviving harmonic therefore adds no slope at this edge. What it does is lower the edge intensity from the mean a₀² + 2a₁² = 0.547 to a₀² = 0.25 and hold it there. The whole slope comes from the fundamental:

|d⟨I⟩/dx| = 4a₀a₁ q |cos(Δz₀)| exp(−Δ²s²/2).

Multiply by the linewidth p/2, use qp/2 = π, and divide by a₀². The normalized image log-slope is

NILS = 4π(a₁/a₀) |cos(Δz₀)| exp(−Δ²s²/2).

At z₀ = 40 nm it falls from 8.81 without vibration to 8.36 with it. The second harmonic helps through the denominator: without it the edge intensity would be 0.547 and NILS would be smaller by the factor 0.25/0.547. That help is fixed, and the slope still decays with the fundamental, so a second harmonic at full strength is no sign of a healthy edge. These values are for the image in air with a coherent on-axis TE wave. A wider disc source raises the edge intensity, lets it drift with focus and lowers NILS, to about 4.8 for a disc filling 0.3 of the NA.

**When the second harmonic does decay**

The protection requires equal axial wavenumbers. Suppose that the light comes from a source point with direction cosine u across the lines. The first orders then have direction cosines u ± sin θ, and their beat becomes 2a₁² cos(2qx + δz), with

δ = k[√(1 − (u + sin θ)²) − √(1 − (u − sin θ)²)] ≈ −2ku tan θ

for small u. At z₀ = 0 the average multiplies the second harmonic by exp(−δ²s²/2), a loss of about 2k²u²s² tan²θ. Over a uniform disc source of radius R the mean of u² is R²/4, so

loss ≈ (kRs tan θ)²/2.

For a disc filling 0.10 of the NA (R = 0.085) and s = 30 nm this gives 0.42%. The numerical source average, with the order amplitudes held fixed, gives 0.43%. At s = 120 nm the loss grows to 6.5%.

Lateral vibration is another exception. If the image also shifts sideways by a Gaussian amount of deviation s_x, independent of the height, the same integral M multiplies harmonic m by exp(−m²q²s_x²/2). Your intuition about fine detail is right for this motion: 3 nm costs the fundamental 0.3% and the second harmonic 1.0%.

**When the exponential fails**

The second harmonic is constant for any distribution of z, but the exponential law was derived for a Gaussian one. Sinusoidal motion of the same variance has peak amplitude √2 s, and averaging over its phase gives J₀(√2 Δs). This starts as 1 − Δ²s²/2, like the exponential. At 30 nm both factors are 0.949, but at 120 nm the sinusoidal one is 0.327 and the Gaussian one 0.436.

A finite exposure also leaves a random part. To first order, a height error ζ changes cos(Δz) by −Δ sin(Δz₀) ζ. If the correlation of ζ decays as exp(−t/τ), its average over an exposure T ≫ τ has variance

(2/T) ∫ s² e^(−t/τ) dt = 2s²τ/T,

with the integral taken from 0 to ∞. For T = 16 ms and τ = 0.5 ms, the standard deviation of the averaged factor is 0.322 × 0.417 × √(1/16) = 0.034. The full covariance and a simulation of the motion both give 0.033, or 3.9% of the mean factor. This is comparable with the average loss of 5.1%, so at 40 nm mean defocus the fundamental differs noticeably from one exposure to the next. The intensity at x = p/4 is still a₀² in each of them.

**How close this is to a real scanner**

The wavelength, NA and reduction are those of a dry ArF tool. The vibration and timing values are rough. I would regard 30 nm rms as a high value for a stage in good order, and 120 nm stands for deliberate focus spreading. The source is the least typical part: practical sources are often much wider than 0.10 of the NA. Here, beyond (0.850 − 0.742)/0.850 = 0.13 of the NA, some source points lose a first order and the three-beam model no longer applies to them.

Inside a resist of rough index n = 1.7, depth d adds the fixed phase kd[n − √(n² − sin²θ)]. At 100 nm this is 0.56 rad, equivalent to 52 nm of extra defocus, so at z₀ = 40 nm it changes the fundamental more than the vibration does. The vibration factor remains 0.949, because the wafer's motion changes only the air path. For TE polarization, transmission through the resist surface lowers a₁/a₀, and with it NILS, by 18%; for TM it lowers a₁/a₀ by about 11%. For TM polarization, with the same order amplitudes in the resist, the first and second harmonics are multiplied by 0.90 and 0.62. These are fixed factors that do not depend on s. I have left out reflection from below the resist, absorption, lens aberrations and thick-mask effects. The numerical output below lists the values used here.

Values computed for the example and the checks

```
wavelength 193 nm, NA 0.85, reduction 4
pitch 260 nm, space width 130 nm
mean defocus 40 nm, focus deviation 30 nm
orders passed: [-1, 0, 1]
sin theta 0.7423, cos theta 0.6701, theta 47.93 deg
k = 0.032555 rad/nm, q = 0.024166 rad/nm
Delta = 0.010741 rad/nm
mask coefficients: order 0 0.5000, order 1 0.3183
radiometric factor of order 1: 1.2110
image-side amplitudes: a0 0.5000, a1 0.3855
mean intensity 0.5472 (clear mask = 1)
motionless in-focus harmonics: first 0.7709, second 0.2972
Delta*s = 0.3222 rad, Delta*z0 = 0.4297 rad
cos(Delta z0) = 0.9091, vibration factor = 0.9494
product of the two factors = 0.8631
numerically averaged harmonics at mean defocus 40 nm:
  s     0 nm: first 0.7009, second 0.2972, vibration factor 1.0000
  s    30 nm: first 0.6654, second 0.2972, vibration factor 0.9494
  s    60 nm: first 0.5694, second 0.2972, vibration factor 0.8125
  s   120 nm: first 0.3054, second 0.2972, vibration factor 0.4357
edge intensity at pitch/4: still 0.2500, vibrating 0.2500
normalized log-slope: still 8.807, vibrating 8.362
harmonics equal at s = 128.5 nm (zero mean defocus)
paraxial Delta 0.008969 rad/nm, its vibration factor 0.9644
off-axis point, direction cosine 0.08: second harmonic kept 0.9846
disc source, fill 0.10 of NA, direction-cosine radius 0.085:
  s 30 nm, z0 0: first kept 0.9477, second kept 0.9957
  second-harmonic loss 0.00430, estimate 0.00423
  second kept with s 30 nm and z0 40 nm: 0.9881
  second kept with s 120 nm and z0 0: 0.9354
lateral deviation 3 nm: first kept 0.9974, second 0.9895
sinusoidal motion, s 30 nm: factor 0.9488, Gaussian 0.9494
sinusoidal motion, s 120 nm: factor 0.3267, Gaussian 0.4357
exposure 16 ms, correlation time 0.5 ms
  spread of fundamental factor 0.0333, simulated 0.0333
  spread relative to its mean 3.86 percent
resist index 1.7, depth 100 nm
  depth phase 0.5555 rad = extra defocus 51.7 nm
  vibration factor at that depth 0.9494
  TE transmission of order 1 relative to order 0: 0.8226
  TM overlap in resist: first harmonic 0.8996, second 0.6187
```
